Morse Estimate of the Dissociation Energy of a Born-Mayer Ion Pair

PROBLEM

Two ions of charge +e and −e attract by Coulomb's law and repel by an exponential (Born-Mayer) term:

V(r) = −C/r + A exp(−r/ρ),  C = e²/(4πε₀).

The energy is zero for separated ions, the minimum lies at the bond length rₑ, and s = ρ/rₑ. The pair does not rotate. Its low vibrational levels, measured from the minimum and up to a constant common to all of them, are

E(v) = ħω(v+½) − X(v+½)²,  v = 0, 1, 2, …

Here ħω is the harmonic quantum and X the anharmonic constant to leading order. Suppose that these two constants are known and that the potential is taken to be a Morse curve, D[1 − exp(−a(r−rₑ))]².

(a) Find the dissociation energy to ions, D_ion, measured from the minimum.
(b) Find the depth D_M of the Morse curve that has the same ħω and X.
(c) For s = 0.14, is D_M more or less than half of D_ion? Does the answer depend on the mass or the bond length?
(d) Evaluate everything for rₑ = 0.200 nm, ρ = 0.028 nm and reduced mass μ = 10.0 u.
(e) Where does the difference between D_M and D_ion come from?


HINTS

1. The force vanishes at rₑ. Use this to remove A before taking any higher derivative.

2. Expand V to fourth order in q = r − rₑ. The cubic term contributes to X in second-order perturbation theory, the quartic term in first order. Both contributions are proportional to ħ², so neither may be dropped.

3. Apply the same formula for X to the Morse curve. This gives D in terms of ħω and X.

4. Measure energies in C/rₑ and lengths in rₑ. What remains depends on s alone.

5. For (e), ask how far from rₑ the low levels reach.


SOLUTION

(a) Dissociation energy to ions

The first derivative is V′(r) = C/r² − (A/ρ) exp(−r/ρ). Setting it to zero at rₑ gives

A exp(−rₑ/ρ) = Cρ/rₑ² = s C/rₑ.

The repulsion at the minimum is therefore the fraction s of the Coulomb energy, and V(rₑ) = −C/rₑ + sC/rₑ. Since V vanishes at infinity,

D_ion = (C/rₑ)(1 − s).

(b) The Morse depth

Derivatives at the minimum. Each derivative of the exponential brings a factor −1/ρ = −1/(s rₑ). With the value of the repulsion just found,

k = V″(rₑ) = (C/rₑ³) κ₂,  κ₂ = 1/s − 2
V₃ = V‴(rₑ) = (C/rₑ⁴) κ₃,  κ₃ = 6 − 1/s²
V₄ = V⁗(rₑ) = (C/rₑ⁵) κ₄,  κ₄ = 1/s³ − 24.

The numbers −2, 6 and −24 come from differentiating −1/r two, three and four times. The stationary point is a minimum if κ₂ > 0, that is, if s < ½. It is a local minimum: the exponential repulsion stays finite at r = 0, so at very small r the Coulomb term wins and V falls without limit. For s = 0.14 the barrier in between is more than 100 C/rₑ high, and that unphysical region plays no part here.

Anharmonic constant. Write

V = V(rₑ) + ½kq² + gq³ + wq⁴,  g = V₃/6,  w = V₄/24.

Without rotation, the radial function multiplied by r obeys a one-dimensional Schrödinger equation with this potential. The unperturbed problem is the oscillator with ω = √(k/μ), for which

q = ℓ(b + b†),  ℓ² = ħ/(2μω),

where b and b† lower and raise v by one.

The cubic term has no first-order effect, because q³ is odd. In second order it connects v to v±1 and v±3. For v → v+1 there are three orderings of two raisings and one lowering:

b†b†b gives v√(v+1)
b†bb† gives (v+1)√(v+1)
bb†b† gives (v+2)√(v+1).

Their sum is 3(v+1)^(3/2). The step v → v−1 is the reverse of such a step started from v−1, so its element is 3v^(3/2). The squared elements of (b+b†)³ are then

to v+3: (v+1)(v+2)(v+3)
to v+1: 9(v+1)³
to v−1: 9v³
to v−3: v(v−1)(v−2).

The energy denominators are −3ħω, −ħω, +ħω and +3ħω in the same order. The v±3 pair gives

−[(v+1)(v+2)(v+3) − v(v−1)(v−2)]/3 = −(9v² + 9v + 6)/3 = −(3v² + 3v + 2),

and the v±1 pair gives

−9[(v+1)³ − v³] = −(27v² + 27v + 9).

Together they are −(30v² + 30v + 11) = −[30(v+½)² + 7/2]. The cubic shift is

E_cubic = −(g²ℓ⁶/ħω)[30(v+½)² + 7/2].

For the quartic term in first order, the diagonal element of (b+b†)⁴ is the squared length of (b+b†)²|v⟩. That vector has components √((v+1)(v+2)), 2v+1 and √(v(v−1)) along v+2, v and v−2. The sum of squares is 6v² + 6v + 3 = 6(v+½)² + 3/2, so

E_quartic = wℓ⁴[6(v+½)² + 3/2].

The terms without v shift all levels equally and do not enter X. Now ℓ⁶/(ħω) = ħ²/(8μ³ω⁴) = ħ²/(8μk²) and ℓ⁴ = ħ²/(4μ²ω²) = ħ²/(4μk). Since X is defined with a minus sign in E(v),

X = (15/4) g²ħ²/(μk²) − (3/2) wħ²/(μk)
  = (3ħ²/2μk) [5g²/(2k) − w].

The cubic term raises X and a positive quartic term lowers it.

From constants to depth. For small q,

1 − exp(−aq) = aq − a²q²/2 + a³q³/6 − …

and the square is a²q² − a³q³ + (1/4 + 1/3)a⁴q⁴ + …. The Morse curve thus has

k = 2Da²,  g = −Da³,  w = (7/12)Da⁴.

Inserting these in X:

5g²/(2k) − w = (5/4 − 7/12)Da⁴ = (2/3)Da⁴
X = [3ħ²/(4μDa²)] (2/3)Da⁴ = ħ²a²/(2μ).

Because (ħω)² = ħ²k/μ = 2ħ²Da²/μ, the range a cancels in the ratio (ħω)²/(4X) and leaves D. The Morse estimate is therefore

D_M = (ħω)²/(4X).

There is a second way to read this. The expression E(v), continued to large v, reaches its maximum at v + ½ = ħω/(2X), and its value there is (ħω)²/(4X). The estimate assumes that the level spacing shrinks linearly until it vanishes.

Result for the ion pair. With g = V₃/6 and w = V₄/24,

5g²/(2k) − w = (5V₃² − 3kV₄)/(72k),

so that

X = ħ²(5V₃² − 3kV₄)/(48μk²)
D_M = (ħ²k/μ)/(4X) = 12k³/(5V₃² − 3kV₄).

The mass and ħ have cancelled. In terms of the κ's,

D_M = (C/rₑ) · 12κ₂³/(5κ₃² − 3κ₂κ₄).

To express this in s, write κ₂ = (1−2s)/s, κ₃ = (6s²−1)/s² and κ₄ = (1−24s³)/s³. The numerator is 12(1−2s)³/s³. The denominator is 1/s⁴ times

5(6s²−1)² − 3(1−2s)(1−24s³)
= (180s⁴ − 60s² + 5) − (3 − 6s − 72s³ + 144s⁴)
= 2 + 6s − 60s² + 72s³ + 36s⁴.

Dividing top and bottom by 2,

D_M = (C/rₑ) · 6s(1−2s)³/(1 + 3s − 30s² + 36s³ + 18s⁴).

(c) The recovered share

Let R = D_M/D_ion. Then

R(s) = 6s(1−2s)³ / [(1−s)(1 + 3s − 30s² + 36s³ + 18s⁴)].

For s = 0.14 the factor 6s(1−2s)³ is 0.84 × 0.72³ = 0.3135. The polynomial is 1 + 0.42 − 0.588 + 0.0988 + 0.0069 = 0.9377. Hence

D_M = 0.3344 C/rₑ,  D_ion = 0.86 C/rₑ,  R = 0.389.

The Morse estimate recovers less than half of the dissociation energy to ions. At fixed s the share depends neither on the mass nor on the bond length. It does not depend on the size of the charges either, since C cancels.

The value of s does matter. The share is 0.329 at s = 0.10 and 0.452 at s = 0.20. A numerical scan of R(s) shows it rising from zero and reaching one half at s = 0.261, so "under half" holds for any softer or harder repulsion with s below that value. Between s = 0.261 and s = 1/3 the estimate recovers slightly more than half, at most 0.52; above s = 1/3 it is below half again.

The two ends of the range can be read from the formula. For s → 0, R ≈ 6s. From k = 2Da² the matched Morse curve has (a rₑ)² = κ₂(C/rₑ)/(2D_M). With κ₂ → 1/s and D_M → 6s C/rₑ this gives (a rₑ)² ≈ 1/(12s²), or a ≈ 0.29/ρ. The Morse well has a width set by the short repulsion range, while the true attraction extends over distances of order rₑ. For s → ½ the force constant vanishes, D_M goes to zero as (1−2s)³ while D_ion tends to half of C/rₑ, and the share falls to zero again. Near that end the harmonic starting point itself is poor. Moreover, for s above about 0.285 the inner barrier lies below the energy of separated ions, and the potential is no longer a sound model of an ion pair.

(d) Worked example

The Coulomb energy at the bond length is C/rₑ = 7.200 eV, and s = 0.028/0.200 = 0.14. Then

D_ion = 0.86 × 7.200 eV = 6.19 eV (597 kJ/mol).

The scaled derivatives are κ₂ = 5.143, κ₃ = −45.02 and κ₄ = 340.4. The force constant is

k = 5.143 × 7.200 eV/(0.200 nm)² = 148.3 N/m,

which with μ = 10.0 u gives ħω = 62.21 meV. The formula for X gives 0.4019 meV. The Morse estimate is

D_M = (62.21 meV)²/(4 × 0.4019 meV) = 2.41 eV (232 kJ/mol),

and 2.41/6.19 = 0.39, as in (c).

The leading-order formula for X is not the source of the shortfall. Diagonalizing the radial Hamiltonian of the ion pair on a grid, and passing a polynomial in v+½ through the six lowest levels, gives ħω = 62.21 meV and X = 0.4019 meV, the same to the digits shown. The constants are right. It is their extrapolation that fails.

(e) Where the missing energy lies

The low levels do not reach the outer part of the potential. To see this, replace V(r) beyond 1.5 rₑ by its constant value at 1.5 rₑ and leave the inner part untouched. In the grid calculation the six lowest levels then move by less than 10⁻¹³ eV, which is numerical rounding. The energy needed to separate the pair, however, falls from 6.19 eV to 1.42 eV. Two potentials can thus share their low levels, and with them ħω and X, and differ by more than a factor of four in depth. A depth obtained from these constants rests on the assumed shape of the tail.

The Morse tail is exponential and the ionic tail falls as 1/r. The matched Morse curve has a rₑ = √[κ₂/(2 × 0.3344)] = 2.773. It has spent 95 % of its depth where

[1 − exp(−a(r−rₑ))]² = 0.95,

that is, at r = 2.33 rₑ. There the Morse curve has 0.05 × 2.41 = 0.12 eV of binding left. The ion pair has 7.200/2.326 = 3.10 eV left, the repulsion being negligible at this distance. The total deficit is 6.19 − 2.41 = 3.78 eV, and the part that arises beyond 2.33 rₑ is 3.10 − 0.12 = 2.98 eV, or 79 % of it. Most of the missing energy is Coulomb attraction at distances where the Morse curve is already almost flat.

The level pattern shows the same difference. The Morse extrapolation ends near v + ½ = 62.21/(2 × 0.4019) ≈ 77. In the semiclassical approximation the number of levels below the dissociation limit is proportional to ∫√(−V) dr. For a 1/r tail the integrand falls as r^(−1/2), and the integral diverges. The ionic potential has no last level, and its spacings cannot go on shrinking linearly to zero at finite v.

The model beside a real molecule

The parameters are round numbers close to those of the sodium fluoride molecule. The real molecule has a bond length of roughly 0.19 nm and a reduced mass near 10 u. At 1200 K, a rough temperature for its vapour, kT is 0.10 eV, and the model's zero-point energy is ħω/2 − X/4 = 0.031 eV (the constant common to all levels adds only about 0.01 meV). Both are small beside the deficit of 3.78 eV.

The assumption that fails for the real molecule is that one ionic curve leads to the lowest dissociation limit. Removing an electron from sodium costs roughly 5.1 eV, and attaching it to fluorine returns roughly 3.4 eV. Separated ions therefore lie about 1.7 eV above separated neutral atoms. If the neutral pair is taken as non-interacting, its energy equals that of the ion pair where C/r = 1.7 eV, at r = 0.85 nm. Beyond this distance the neutral pair is lower, and the ground state dissociates to atoms. Measured to that limit the model depth is 6.19 − 1.7 = 4.49 eV, and the same D_M is 0.54 of it. The statement "under half" refers to dissociation into ions. For the bond energy to neutral atoms, which is the quantity needed when a gas-phase bond breaks into atoms, the Morse estimate is still far too low. The value 0.54 belongs to the model with these round parameters. The real molecule is bound more deeply, by roughly 5 eV with respect to atoms, so for it the Morse estimate recovers about half, and the model cannot decide on which side of one half the share falls.


VARIATION 1: MORSE CURVE FIXED BY THE CUBIC CONSTANT

Suppose that k and the third derivative V₃ are known instead of ħω and X. Which depth follows?

For the Morse curve, k = 2Da² and V₃ = 6g = −6Da³. Dividing, a = −V₃/(3k), and then

D = k/(2a²) = 9k³/(2V₃²) = (C/rₑ) · 9κ₂³/(2κ₃²).

For s = 0.14 this is 7.200 eV × 9 × 5.143³/(2 × 45.02²) = 2.17 eV, a share of 0.351. The estimate is below half of D_ion with either X or V₃ as the anharmonic input.

For a true Morse curve the two routes would agree. Here they give 2.41 and 2.17 eV, which shows that the ionic curve departs from the Morse shape already near its minimum. The disagreement, about 0.2 eV, is much smaller than the actual error of either estimate, about 4 eV. Agreement between the two routes to this degree is therefore no measure of the accuracy of either.


VARIATION 2: POLARIZABLE IONS

Let each ion be polarized by the charge of the other. How does the share change if rₑ and ρ are held fixed?

An ion with polarizability volume α in the field e/(4πε₀r²) gains the energy −½(4πε₀α)[e/(4πε₀r²)]² = −Cα/(2r⁴). This is the leading term; the action of the induced dipoles on each other is left out. With α now the sum for both ions, p = α/(2rₑ³) and x = r/rₑ, the potential in units of C/rₑ is

V = −1/x − p/x⁴ + B exp[−(x−1)/s].

Zero force at x = 1 requires 1 + 4p − B/s = 0, so B = s(1+4p). The stronger attraction at fixed bond length demands a stronger repulsion. Then

D_ion = (C/rₑ)[1 + p − s(1+4p)]
κ₂ = −2 − 20p + (1+4p)/s
κ₃ = 6 + 120p − (1+4p)/s²
κ₄ = −24 − 840p + (1+4p)/s³,

and D_M follows from the same expression in the κ's as before.

Rough polarizability volumes for the sodium and fluoride ions are 0.00015 and 0.0010 nm³. They give p = 0.00115/(2 × 0.200³) = 0.072, a polarization energy of 0.52 eV at rₑ. The dissociation energy to ions rises from 6.19 to 6.42 eV, less than 0.52 eV because the repulsion has grown too. The Morse estimate rises from 2.41 to 2.58 eV, and the share from 0.389 to 0.402. The polarization energy falls as 1/r⁴, so at large distance the Coulomb tail still dominates, and the estimate still misses more than half.

Dispersion is smaller again. London's estimate for two ions with polarizability volumes α₁, α₂ and electron removal energies I₁, I₂ is (3/2)α₁α₂I₁I₂/[(I₁+I₂)r⁶]. With rough removal energies of 47 eV for the sodium ion and 3.4 eV for fluoride it is 0.011 eV at rₑ, too little to affect the conclusion.
